Ballistic phonon flux and the curvature of the slowness surface

A hot spot in a cold crystal sends out phonons that travel in straight lines if nothing scatters them. Model the spot as a black ball of radius r and temperature T inside a large, lossless, elastically anisotropic crystal at temperature T_b. Black means that every phonon leaving the ball carries the thermal occupation of temperature T. The observer is at distance R ≫ r in the direction of the unit vector q. The wavelength is long compared with the lattice spacing, so linear elasticity holds, and short compared with r, so the ball emits and absorbs with its geometric cross-section. The algebra uses ħ = k_B = 1.

**(a) How does a bundle of wavevector directions map onto a bundle of ray directions?**

A plane wave with wavevector k and polarization e obeys

Γ(k) e = ω² e, Γ_ik = Σ_jl C_ijkl k_j k_l / ρ,

where C_ijkl are the elastic constants and ρ is the density. Since Γ is quadratic in k, each branch ω(k) is homogeneous of degree one. Define the slowness s = k/ω. The slowness vectors of one branch form a sheet, ω(s) = 1.

Energy travels with the group velocity V = ∇_k ω. A gradient is normal to its level surface, so V is normal to the sheet. Euler's theorem for degree one gives

s·V = ω(s) = 1.

Let n be the direction of s, s its length, v = 1/s the phase speed, and δ the angle between s and V. Then cos δ = 1/(s|V|). An area dA of the sheet, seen from the origin, has projected area dA cos δ = s² dΩ_n, so

dA = s² dΩ_n / cos δ = s³ |V| dΩ_n.

Now take tangent coordinates x, y along the principal directions at a point of the sheet. To second order the sheet falls below its tangent plane by

h = (κ₁x² + κ₂y²)/2.

Its outward normal is tilted by (∂h/∂x, ∂h/∂y) = (κ₁x, κ₂y). The Jacobian of this map is the Gaussian curvature K = κ₁κ₂. Therefore

dΩ_V = |K| dA, dΩ_n/dΩ_V = cos δ / (s²|K|).

For a spherical sheet K = 1/s² and δ = 0, and the ratio is 1.

**(b) What energy flux does the observer receive?**

Phonons with wavevectors in d³k that come from the ball fill a beam of cross-section πr² and move at speed |V|. Their power is

dP = πr² |V| ω N(ω) d³k/(2π)³, N = 1/(e^{ω/T} − 1).

At fixed n, k = ωs, hence d³k = s³ω² dω dΩ_n. With ∫₀^∞ ω³N dω = π⁴T⁴/15,

dP = πr² · (1/8π³)(π⁴T⁴/15) · s³|V| dΩ_n = (π²r²T⁴/120) dA.

Equal areas of the slowness sheets thus carry equal power. Dividing by dΩ_V = |K| dA and by R², and adding all sheet points whose group velocity lies along q,

F(q) = [π²r²(T⁴ − T_b⁴) / (120 R²)] Σ 1/|K|.

The bath term follows because the ball also intercepts bath phonons, and the net flux must vanish at T = T_b. In ordinary units T becomes k_BT and the right side is divided by ħ³.

As a check of the prefactor, take two photon polarizations, K = c², T_b = 0 and R = r. The flux becomes π²T⁴/(60c²), the Stefan–Boltzmann law.

Integrating over the observer's directions gives the total power. Because dΩ_V/|K| = dA, it is

P = π²r²(T⁴ − T_b⁴) S/120,

where S is the total area of the three sheets. The direction average of Σ 1/|K| is therefore S/4π.

**(c) When does this flux diverge, and does that conflict with a finite total power?**

Let P₀ be a smooth point of a nondegenerate sheet where K = 0, with neighbours where K ≠ 0. Let q₀ be its ray direction. As a neighbour approaches P₀, its ray direction approaches q₀ and its K approaches zero, both by continuity. Its term 1/|K| grows without bound. All other terms in F are positive or zero, so nothing cancels it. The flux diverges as q approaches q₀ through these ray directions.

The approach matters: directions on another side of q₀ may receive no ray from this neighbourhood. Nondegeneracy matters too, since where two sheets touch the normal need not be unique. For a source with another angular emission W(n) per unit dΩ_n, the corresponding term is W cos δ/(s²|K|). It still diverges if W is continuous and nonzero at P₀.

There is no conflict with energy conservation. The integral of the flux is proportional to the finite area S. The singularity concentrates power without creating it.

**(d) Find such directions in a cube plane of a cubic crystal.**

Let c₁₁, c₁₂, c₄₄ be the elastic constants divided by ρ, and n = (cos θ, 0, sin θ). Polarization along y decouples, with speed √c₄₄. The in-plane block has diagonal elements c₁₁cos²θ + c₄₄sin²θ and c₁₁sin²θ + c₄₄cos²θ, and off-diagonal element (c₁₂+c₄₄) sin θ cos θ. Its lower eigenvalue is

v² = ½{c₁₁ + c₄₄ − √[(c₁₁−c₄₄)²cos²2θ + (c₁₂+c₄₄)²sin²2θ]}.

With primes for d/dθ and ω = k v(θ), the group velocity has component v along n and v′ along increasing θ. The ray angle is

ψ = θ + arctan(v′/v), cos δ = v/√(v² + v′²).

The slowness curve is s(θ) = 1/v, with s′ = −v′/v² and s″ = −v″/v² + 2v′²/v³. Put these into the polar curvature formula:

κ₁ = (s² + 2s′² − s s″)/(s² + s′²)^{3/2}
= [(v + v″)/v³] · v⁶/(v² + v′²)^{3/2}
= (v + v″) cos³δ.

In the numerator the two terms 2v′²/v⁴ have cancelled. The in-plane curvature vanishes where v + v″ = 0. There the ray turns back as θ increases, because

dψ/dθ = v(v + v″)/(v² + v′²).

A root can be guaranteed without solving for it. Expanding v² at θ = 0 gives

v + v″ = [c₁₁ − (c₁₂+c₄₄)²/(c₁₁−c₄₄)]/√c₄₄.

For c₁₁ > c₄₄ this is negative if (c₁₂+c₄₄)² > c₁₁(c₁₁−c₄₄). The same inequality implies c₁₂+c₄₄ > c₁₁−c₄₄, which makes v a minimum at θ = 45°, so v + v″ > 0 there. A zero lies between. In the isotropic case c₁₁ − c₁₂ = 2c₄₄, v² = c₄₄ at all θ and there is no zero.

The out-of-plane curvature is also needed. Mirror symmetry makes y a principal direction. Changing n to n + ζŷ adds c₄₄ζ² to the in-plane mode's eigenvalue and couples it to the y-polarized mode by (c₁₂+c₄₄)ζ n·e. Second-order perturbation theory gives

δ(ω²) = ζ²[c₄₄ − (c₁₂+c₄₄)²(n·e)²/(c₄₄ − v²)].

On the sheet |∇ω²| = 2|V|. A sideways step y must be compensated by a drop h with 2|V|h = δ(ω²), where the second derivative of ω² does not depend on the length of s. Since h = κ₂y²/2,

κ₂ = [c₄₄ − (c₁₂+c₄₄)²(n·e)²/(c₄₄ − v²)]/|V|.

**(e) How strong is the singularity, and what does a detector of finite size collect?**

Let θ₀ be the zero of κ₁, with κ₂ > 0. Arc length on the slowness curve obeys dσ = dθ/(v cos δ), so at θ₀

a = dκ₁/dσ = v(v′ + v‴) cos⁴δ.

Take a > 0. With x along increasing θ, the local shape allowed by mirror symmetry is

h = κ₂y²/2 + ax³/6 + βxy²/2 + …

In the plane y = 0 the ray is tilted from the caustic direction by η = ax²/2. For η > 0 there are two rays, x = ±√(2η/a); for η < 0 this pair is absent. To leading order |K| = κ₂a|x|, hence

Σ 1/|K| = 2/[κ₂a√(2η/a)] = D/√η, D = √(2/a)/κ₂.

This is a fold. The β term bends the caustic line only at second order in the angle out of the plane, so a small disc sees a straight edge. For a disc of half-angle ε centred on the caustic, the strip at η has length 2√(ε² − η²). The mean is

(1/πε²)∫₀^ε (D/√η) 2√(ε² − η²) dη
= [2D/(π√ε)]∫₀¹ u^{−1/2}(1 − u²)^{1/2} du
= D B(1/4, 3/2)/(π√ε).

The last step sets w = u², and B is the beta function. The mean is finite for every ε > 0 and grows as ε^{−1/2} when the disc shrinks. A finite ball seen by a point detector gives the same average with ε = r/R, because moving the emission point sideways changes the required ray direction.

**(f) What replaces the divergence at finite wavelength?**

Consider a coherent source of one frequency. Far away, its field is a superposition of waves on the slowness sheet with phase ωR s·q. Near the fold, apart from a constant, this phase is

ωR(ηx − ax³/6 − κ₂y²/2).

The y integral is Gaussian and independent of η. In the x integral put x = [2/(ωRa)]^{1/3}τ. The cubic term becomes τ³/3 and the integral is proportional to Ai(−η/η_A), where

η_A = (a/2)^{1/3}(ωR)^{−2/3}.

Far inside the lit side, with z = η/η_A, Ai²(−z) averages over its fringes to 1/(2π√z). Matching this to the ray law replaces

1/√η by 2πAi²(−η/η_A)/√η_A.

The peak is finite, 1.80/√η_A, and rises only as (ωR)^{1/3} relative to ordinary 1/R² spreading. On the dark side the field decays instead of stopping abruptly.

**(g) Apply the results to a cold InSb chip.**

Use rough elastic constants C₁₁ = 0.42, C₁₂ = 0.23 and C₄₄ = 0.19 eV/Å³ and a rough lattice constant of 6.5 Å. The ball has r = 100 nm and T = 2 K, the bath is at 1 K, and a detector of radius 1000 nm faces the ray at R = 100000 nm. The ball stands for a small, perfectly coupled absorber that is kept at 2 K by steady heating. A heated patch of clean InSb of this size would not do: with only the mass disorder estimated below, it would be almost transparent to these phonons, not black. At the mean phonon energy used below, r is about three wavelengths on the fastest sheet and, depending on direction, five to seven on the other two, so the cross-section πr² is an estimate and not an exact value.

The inequality of part (d) reads 0.42² = 0.176 > 0.42 × 0.23 = 0.097, so the fold caustic of part (d) exists. It lies at θ₀ = 14.56°. There v = 2.127 and |V| = 2.444 nm/ps, so δ = arccos(0.870) = 29.5°. The ray lies on the other side of [100]:

ψ₀ = 14.56° − 29.53° = −14.97°.

It is not the only caustic direction in this plane. On the same sheet κ₂ vanishes at a wavevector angle of 7.4°, whose ray lies at −11.4°. The fold law of part (e) does not describe that point.

The decimals let the arithmetic be followed. The rough elastic constants fix the direction much less well: changing all three by half a unit in their last digit can move the ray by more than 2°.

With a = 24.38 nm²/ps² and κ₂ = 0.729 nm/ps,

D = √(2/24.38)/0.729 = 0.393 ps²/nm² rad^{1/2}.

An explicit count of slow transverse rays near the fold tests the disc law. For half-angles 0.01, 0.001 and 0.00025 rad the count divided by the law is 1.030, 1.002 and 1.0005. The leading-order law improves as the disc shrinks.

For the detector, ε = 1000/100000 = 0.01 rad. The slow pair gives a mean Σ 1/|K| of 4.5 ps²/nm²; all rays together give 6.9. The direction average is 7.63/4π = 0.607, so the enhancement is about 11. At 0.03 rad to the dark side, with everything else fixed, it is about 1.25, with an uncertainty of about 1% from the sampling of directions. Resolved by sheet, the slow transverse sheet supplies 6.2 ps²/nm² at the caustic and only 0.07 on the dark side, while the other two sheets together supply about 0.7 at both positions. The contrast therefore comes from the slow sheet, but not from the fold pair alone: other slow rays supply about 1.7 at the caustic. Most of these have wavevectors outside the cube plane. They continue a little past the fold and disappear within 0.02 rad on its dark side, so the total signal does not fall to its dark value at the fold itself.

For a detector of this size the fold is an edge, not the brightest spot. Centred on the fold, the detector lies partly on the dark side. Moved 0.03 rad to the lit side, it sees an enhancement of about 12.5.

The ball emits a net 1.82×10⁴ eV/µs. The detector covers a fraction π(0.01)²/4π = 2.5×10⁻⁵ of all directions, so its net signal above the bath is

1.82×10⁴ × 2.5×10⁻⁵ × 11.3 ≈ 5.1 eV/µs, or about 0.8 pW.

The last digit is not firm: a finer sampling of directions raises the enhancement by about 0.3%, to 11.35, and the signal to nearly 5.2 eV/µs.

At the dark position the net signal is 0.57 eV/µs. Both are small changes on a large background: phonons of the 1 K bath bring about 2.9×10⁴ eV/µs to one face of a black detector of this size. A detector at bath temperature emits equally much, so the average cancels, but the signal must still be separated from this background.

Detector size sets the main angular blur here. The source half-angle is 0.001 rad. At the mean phonon energy of 4.7×10⁻⁴ eV the wavelength is 189 Å and η_A = 0.00135 rad. Taken separately, source blur would limit the slow pair's enhancement for a point detector on the caustic to 23, and diffraction would limit its peak to 32. A direct wave integral over the slow sheet around the fold, at kR = 3.33×10⁴, gives a peak 1.5% above the Airy law.

Elastic data matter more for pointing. Raising C₄₄ by 5%, with C₁₁, C₁₂ and density fixed, moves the caustic by −1.7°, about three detector half-angles. A detector should therefore be scanned across the predicted direction. Dispersion is weak at the mean phonon energy: a simple chain with the lattice constant as spacing lowers the frequency by 0.2% at this wavevector. If the same chain factor is applied in every direction, the caustic moves by about −0.1° at the mean phonon energy and −0.4° at twice that energy. Real dispersion also varies with direction, so the actual shift needs a lattice-dynamical model of InSb.

Natural mass disorder can be sized from the same sheets. A mass defect δM in a wave of amplitude u₀ acts as a point force f = δM ω²u₀. The displacement at the force, per unit force, has the dissipative part

Im G = Σ ∫ d³k/(2π)³ e_x² πδ(ω_k² − ω²)/ρ = ω⟨s³⟩/(4πρ),

where the sum runs over the branches, d³k = s³ω_k² dω_k dΩ_n was used, and ⟨s³⟩ is one third of the sheet sum of s³, averaged over directions. The mean radiated power is ½ωf² Im G = f²ω²⟨s³⟩/(8πρ). The factor one third comes from cubic symmetry. Multiply by the number of atoms per volume, 1/V₀, divide by the wave energy density ρω²u₀²/2, and use ρ = M̄/V₀:

1/τ = gV₀ω⁴⟨s³⟩/4π, g = mean(δM²)/M̄².

Here δM is an atom's deviation from the mean mass of its own element, and M̄ is the mean atomic mass over both elements. This gives g = 4.05×10⁻⁵, and the mean free path is about 10⁹ nm. A phonon with five times the mean energy has a path 5⁴ = 625 times shorter, still well above R. Low-temperature anharmonic, impurity and surface scattering, and piezoelectric stiffening, are not sized.

InSb serves in cooled infrared detectors, for example at roughly 80 K, which is far above the 2 K used here. Real chips also have surfaces and contacts, which this infinite crystal omits. Warming undermines two assumptions: the thermal wavelengths shrink towards the lattice spacing, and free flight is lost. At room temperature a rough conductivity of 17 W/(m K), with κ = C_heat v̄Λ/3 and a heat capacity of 3k_B per atom, gives a mean free path Λ of about 16 nm. The detector is then some 6000 mean free paths away, and in this single-path estimate the unscattered signal is negligible. Phonons of long wavelength can have much longer paths than this average, and the estimate does not size their small share. The 0.8 pW belongs to the cold model; the path at 80 K has not been calculated. The remaining values are in the numerical output below.

Values computed for the example and the checks

```
C11, C12, C44 (rough InSb): 0.42, 0.23, 0.19 eV/A^3
lattice constant (rough): 6.5 A; density 5.73 g/cm^3
hot spot, bath temperature: 2.0, 1.0 K
source radius, distance, detector radius: 100, 100000, 1000 nm
wavevector angle of zero curvature from [100]: 14.56 deg
caustic ray angle from [100]: -14.97 deg
phase speed, group speed there: 2.127, 2.444 nm/ps
angle between slowness and ray: 29.53 deg
K 0.01 rad below, above: -0.0906, 0.1011 nm^2/ps^2
out-of-plane curvature kappa2: 0.7287 nm/ps
fold coefficient a: 24.380 nm^2/ps^2
fold strength sqrt(2/a)/kappa2: 0.3930 ps^2/nm^2 rad^(1/2)
disc half-angle 0.01000 rad: mean sum 1/|K| = 4.507 ps^2/nm^2, count/law = 1.0304
disc half-angle 0.00100 rad: mean sum 1/|K| = 13.856 ps^2/nm^2, count/law = 1.0018
disc half-angle 0.00025 rad: mean sum 1/|K| = 27.677 ps^2/nm^2, count/law = 1.0005
total area of slowness sheets: 7.630 ps^2/nm^2
direction-averaged sum 1/|K|: 0.6072 ps^2/nm^2
detector mean on caustic, all sheets: 6.87 ps^2/nm^2
enhancement on caustic: 11.3 (ratio)
enhancement 0.03 rad to dark side: 1.3 (ratio)
total net power of hot spot: 1.82e+04 eV/us
detector power on caustic: 5.15 eV/us = 0.825 pW
detector power, dark side: 0.569 eV/us
detector power, direction average: 0.455 eV/us
mean phonon energy: 4.655e-04 eV
phonon wavelength at caustic point: 189 A
phase k R: 3.33e+04 rad
detector half-angle: 0.0100 rad; source half-angle: 0.0010 rad
Airy angle eta_A: 0.00135 rad
Airy peak factor 2 pi max Ai^2: 1.803
sheet integral / Airy law at peak: 1.0152
fold-pair enhancement, source blur only: 22.8
fold-pair enhancement, diffraction only: 31.8
chain-model frequency drop from dispersion: 0.195 %
caustic shift for C44 +5 %: -1.69 deg
mass-disorder parameter g: 4.05e-05
mass-disorder mean free path: 9.66e+08 nm
room-temperature conductivity (rough): 17 W/(m K)
room-temperature mean free path (rough): 16 nm
distance / room-temperature mean free path: 6160
```
